Bohr Energy Straggling and Its Proportionality to Electron Areal Density

**1. Definitions and conventions**

An ion of charge Z1 e, mass M and speed v crosses a target and loses energy ΔE, which varies from ion to ion. Energy straggling is this spread. Its measure here is the variance Ω² of ΔE, so Ω is a standard deviation and not a full width at half maximum. SI units are used, with

k = Z1 e²/(4π ε0),  μ = M m/(M + m),  b0 = k/(μ v²),

where m is the electron mass, μ the reduced mass and b0 a collision length. The impact parameter b is the distance by which the ion would miss an electron if it were not deflected. T is the energy given to one electron, and N_e is the number of target electrons per unit area. For a target of one element, N_e = Z2 N_at, with Z2 the atomic number and N_at the atomic areal density.

The model assumes that the electrons are free, initially at rest and independently placed. The ion is nonrelativistic, keeps a fixed charge and loses a small fraction of its energy. Under these assumptions the result is

Ω² = 4π k² [M/(M + m)]² N_e.  (1)

For M ≫ m this becomes Bohr's formula,

Ω_B² = 4π k² N_e = Z1² e⁴ N_e/(4π ε0²).  (2)

The last form follows from k² = Z1² e⁴/(16π² ε0²).

**2. Energy given to one electron**

The relative motion is that of a particle of mass μ in a central force of magnitude k/r². The collision is elastic, so the relative speed is v both long before and long after it. The relative momentum turns through an angle θ at constant length μv, and its change has magnitude

q = 2μv sin(θ/2).  (3)

The orbit is symmetric about the line from the force centre to the point of closest approach, so this change lies along that line. Let φ be the polar angle measured from it. Angular momentum conservation gives r² dφ/dt = vb, hence dt = r² dφ/(vb). The factor r² cancels the inverse-square force:

q = |∫ (k/r²) cos φ dt| = (k/(vb)) |∫ cos φ dφ| = (2k/(vb)) sin φ_m,

where φ runs from −φ_m to φ_m. For repulsion φ_m = (π − θ)/2, and for attraction φ_m = (π + θ)/2. In both cases sin φ_m = cos(θ/2), so the sign of the force drops out. Equating the result to (3) gives

2μv sin(θ/2) = (2k/(vb)) cos(θ/2),
tan(θ/2) = k/(μv²b) = b0/b.  (4)

By Newton's third law the electron, initially at rest, receives a momentum of the same magnitude q. Its energy is therefore

T = q²/(2m) = T_max sin²(θ/2),  T_max = 2μ²v²/m.

Using sin² = tan²/(1 + tan²) with (4),

T = T_max/(1 + b²/b0²).  (5)

A head-on collision gives T_max, which is close to 2mv² for a heavy ion. Distant collisions give T falling as 1/b².

**3. Cross section for a given transfer**

Equation (5) inverts to b² = b0²(T_max/T − 1). Every smaller impact parameter gives a larger transfer, so the cross section for transfers above T is the disc area

σ(>T) = πb² = πb0²(T_max/T − 1).

The cross section per energy interval is minus the derivative of this:

dσ = πb0² T_max dT/T².

The prefactor is π[k²/(μ²v⁴)][2μ²v²/m] = 2πk²/(mv²), so

dσ = [2πk²/(mv²)] dT/T²,  0 < T ≤ T_max.  (6)

Nonrelativistic quantum scattering from a Coulomb potential has the same differential cross section. The result below therefore needs (6), but does not need a classical orbit for each ion.

**4. From one collision to the variance**

Place n = N_e A electrons independently and uniformly in an area A around the ion's path. Each contributes an energy T_i, and

⟨T⟩ = (1/A)∫T dσ = S1/A,  ⟨T²⟩ = (1/A)∫T² dσ = S2/A,

with the integrals taken over A. Variances of independent terms add:

Ω² = n(⟨T²⟩ − ⟨T⟩²) = N_e (S2 − S1²/A).  (7)

To evaluate this, take a disc of radius R and set X = R²/b0². With w = b²/b0², the area element is 2πb db = πb0² dw, and w runs from 0 to X:

S1 = πb0² T_max ∫ dw/(1 + w) = πb0² T_max ln(1 + X),
S2 = πb0² T_max² ∫ dw/(1 + w)² = πb0² T_max² X/(1 + X).

S1 grows logarithmically with the disc, so S1²/A falls as (ln A)²/A and vanishes for a wide disc. S2 tends to a finite limit. The subtracted term comes from holding the number of electrons fixed. If that number is instead Poisson distributed with mean n, its own fluctuation adds n⟨T⟩² to the variance. This cancels the subtraction for any A.

What remains is Ω² = N_e S2, with

S2 = πb0² T_max² = π [k²/(μ²v⁴)] [4μ⁴v⁴/m²] = 4πk² μ²/m².  (8)

Since μ/m = M/(M + m), this is (1). The speed has cancelled: a faster ion has a smaller collision area, as 1/v⁴, but its largest squared transfer grows as v⁴.

The proportionality to N_e is the addition of variances. Two successive layers with N_e and N_e′ electrons per unit area contribute independently and give S2(N_e + N_e′). Mass density and thickness enter through this areal density alone. Ω itself grows as the square root of N_e.

Equation (8) was compared with numerically integrated Newtonian trajectories, in units with k = 1. For an attractive force with M = 3 and m = 1, the ratio of the trajectory result to (8) was 1.00010 at v = 1 and again at v = 2. For a repulsive force with an ion of mass 1, a target of mass 16 and v = 1, it was 0.99990. The trajectories started at a distance of 2×10⁴ b0, where the remaining potential energy accounts for deviations of order 10⁻⁴.

**5. Why the mean loss needs more information**

The mean loss divided by N_e is, from (6),

∫T dσ = [2πk²/(mv²)] ln(T_max/T_min),

which diverges as T_min → 0. Binding supplies the cut-off. A heavy ion that transfers momentum q loses an energy of at most about vq, so exciting an electron by an energy I needs q of at least I/v. This sets T_min = I²/(2mv²). With T_max ≈ 2mv², the ratio T_max/T_min is (2mv²/I)², and the mean loss per unit length is

S = n_e [4πk²/(mv²)] ln(2mv²/I),  (9)

where n_e is the electron number per volume and I is a mean excitation energy. The variance has no such logarithm in the free-electron model, because soft collisions contribute little to it.

**6. Hard collisions and the shape of the distribution**

The fraction of the variance carried by transfers above T follows from (6), since T′² dσ is proportional to dT′:

(T_max − T)/T_max = 1 − T/T_max.  (10)

Collisions above one tenth of T_max thus carry 90 % of the variance. To count them, note that N_e · 2πk²/(mv²) = Ω²/T_max. The mean number per ion above T is then

ν(>T) = (Ω²/T_max)(1/T − 1/T_max).  (11)

For a Poisson sequence of collisions, the logarithm of the characteristic function ⟨exp(isΔE)⟩ is N_e∫[exp(isT) − 1]dσ. Expanding in s shows that the third central moment is N_e∫T³dσ. From (6) this equals (Ω²/T_max)(T_max²/2) = Ω²T_max/2. Dividing by Ω³ gives the skewness,

skewness = T_max/(2Ω).  (12)

It is positive, with a tail towards large losses, and falls as 1/√N_e.

Two limits follow. In a thick target, with Ω ≫ T_max, many hard collisions occur and the distribution approaches a Gaussian, provided that the total loss is still small compared with the ion energy. In a thin target, with Ω ≪ T_max, (11) gives ν(>T_max/2) = Ω²/T_max² ≪ 1. Most ions then have no such collision, yet these rare events carry half the variance. Equation (1) still holds for the variance within the model, but Ω no longer describes the width of the central peak. A fit to that peak should then use the full collision distribution. By (11), transfers above Ω²/T_max occur about once per ion, and this energy sets the scale of the peak width. If it is not well above the binding energies, (6) is not sufficient and the distribution must include binding.

**7. Worked example: protons in an oxygen gas cell**

Protons of 5.0 MeV cross 10 cm of oxygen gas at 100 Torr and 300 K. The ideal-gas law gives the molecular density p/(k_B × temperature), with k_B Boltzmann's constant. Multiplying by the length and by two atoms per molecule gives N_at = 6.438×10¹⁹ cm⁻². With eight electrons per atom,

N_e = 8 × 6.438×10¹⁹ cm⁻² = 5.150×10²⁰ cm⁻².

For a proton 4πk² = 2.6056×10⁻¹³ eV² cm², and the finite-mass factor lowers the variance by 0.11 %. Hence

Ω² = 2.6056×10⁻¹³ × 5.150×10²⁰ × 0.99891 eV² = 134.05 keV²,
Ω = 11.58 keV = 1.855×10⁻¹⁵ J.

The largest transfer is T_max = 10.88 keV, and b0 is 0.26 pm. Since Ω and T_max are nearly equal, this target lies between the two limits of section 6. Equation (12) gives a skewness of 10.88/(2 × 11.58) = 0.470, so a Gaussian is a rough description. By (1) at fixed T_max, reaching Ω = 3T_max would take about eight times the areal density and cost roughly a fifth of the beam energy. Slowing down (section 9) widens the distribution and lowers T_max, which reduces this to five to seven times the density and a loss of 13 to 17 %. For these protons the thick-target limit is therefore hard to reach with a small energy loss.

Collision sequences drawn from (6), with transfers below 20 eV omitted, were simulated for 20 000 ions at each of three densities. Beam energy and cell length were held fixed:

- Half density: variance 66.98 keV², against 67.03 from (1); skewness 0.674, against 0.665.
- Full density: variance 135.16 keV², against 134.05; skewness 0.495, against 0.470.
- Double density: variance 265.64 keV², against 268.10; skewness 0.326, against 0.332.

The variances agree within 1 %, which is about the sampling error. At full density, collisions above T_max/10 carried a share 0.901 of the summed squared transfers and occurred 10.16 times per ion. Equation (11) gives 9 × 134.05/10.88² = 10.2. The simulation takes (6) as input, so it tests the statistics and not the cross section.

**8. Electrons that are bound and moving**

The largest electronic correction estimated here comes from orbital motion. Let an electron have velocity **u**, and let the ion be heavy with velocity **v**. In the ion's frame the electron has velocity **g** = **u** − **v**, and its speed g is conserved. If it receives momentum **Q** of magnitude q, the ion loses the energy **v**·**Q**. The component of **Q** along **g** is −q²/(2mg), and the perpendicular component is q[1 − q²/(4m²g²)]^½. With c the cosine of the angle between **v** and **g**, averaging over azimuth gives

⟨(**v**·**Q**)²⟩ = v²c² q⁴/(4m²g²) + ½v²(1 − c²) q² [1 − q²/(4m²g²)].

Setting T = q²/(2m) in (6), with v replaced by g, gives dσ = 8πk² dq/(g²q³). Integrating from q_min to 2mg, with q_min ≪ 2mg, yields

(4πk²/g²) { v²c² + v²(1 − c²)[ln(2mg/q_min) − ½] }.

The encounter rate per unit ion path carries a further factor g/v. Let ε = u/v, and let η be the cosine between **u** and **v**, so that g² = v²(1 − 2εη + ε²). Since (**v**·**g**)² = v⁴(1 − εη)², the first term, divided by 4πk², becomes

(1 − εη)²(1 − 2εη + ε²)^(−3/2) = 1 + εη + ε²(5η²/2 − 3/2) + …

For isotropic motion η averages to zero and η² to 1/3, which leaves 1 − 2ε²/3. In the second term v²(1 − c²) ≈ u²(1 − η²), whose average is 2u²/3. Adding the two, the variance is multiplied by

1 + (2u²/(3v²)) [ln(2mv/q_min) − 3/2]  (13)

to second order in u/v. Physically, a soft collision changes the energy of a moving electron by about **u**·**Q**, which may have either sign. This adds little to the mean but does add to the variance.

To size the effect, each orbital is given u² = 2K/m, with K its mean kinetic energy, and q_min = B/v, with B its binding energy. These come from an unrestricted Hartree–Fock calculation of a free oxygen atom in the cc-pVTZ basis, which leaves out electron correlation, relativity and the molecular bond. Larger bases (up to cc-pV5Z) raise the mean n = 2 binding energy by about 0.1 eV, to 22.9 eV, and leave the average correction below unchanged at the digits shown. With mv² = 5.446 keV:

- 1s electrons: K = 795 eV and B = 562 eV. Then 2K/(mv²) = 0.292, the logarithm is 2.96, and the correction is (2/3)(0.292)(1.46) = 0.285.
- n = 2 electrons: K = 74.4 eV and B = 22.8 eV on average. Then 2K/(mv²) = 0.0273, the logarithm is 6.17, and the correction is (2/3)(0.0273)(4.67) = 0.085.

The average over two 1s and six n = 2 electrons is +13.5 %. Direct integration over angles, without expanding in u/v, gives +13.0 %. Both use one speed per orbital and a sharp cut-off, and treat every collision above q_min as one with a free electron. This is poor for the 1s electrons, whose binding is not small here. For a hydrogen-like 1s electron with B = K and 2K/(mv²) = 0.292, (13) gives +22 %, while the first Born approximation with exact bound and continuum states gives only about +3 %. At 2K/(mv²) = 0.0273 the two values are +6.4 % and +5.0 %. The +13 % for oxygen is therefore probably too large, and shows only that the effect can amount to several per cent. At lower ion speeds the estimate becomes less reliable still, and the free-electron result should not be used once v is comparable with the speeds of electrons that matter.

**9. Other neglected effects in the example**

**Slowing down.** Let E be the ion energy and x the depth, with dE/dx = −S(E). A small deviation δ then obeys dδ/dx = −S′(E)δ. At these energies S′ < 0: an ion that has lost more than average goes on to lose energy faster. The variance V obeys

dV/dx = Ω²/L − 2S′V,

where L is the path length. Inserting V ≈ Ω²x/L on the right and integrating gives V ≈ Ω²(1 − S′L). With a rough I = 100 eV, (9) gives a mean loss of 117 keV, or 2.3 % of the beam energy, and the variance rises by 1.9 %. In thicker targets this term spoils the proportionality to N_e.

**Shared positions.** Electrons in one atom are struck together, which adds a covariance. Let s be the mean loss divided by N_e, and let p_i be the density of orbital i projected along the beam. If the electrons are placed independently and each takes the same mean loss s, distributed as p_i, the extra variance per atom is s² Σ ∫p_i p_j d²b, summed over i ≠ j. With the oxygen orbitals this is +2.2 %. Distant collisions spread the loss beyond the orbital, and the tightly bound 1s electrons take less than the average loss. Both make +2.2 % an overestimate.

For two atoms a distance D apart in random orientation, the probability that their projected separation is below a small d is d²/(2D²). Its density at zero is therefore 1/(2πD²), and the extra variance per molecule is 2(Z2 s)²/(2πD²). With a rough D = 0.12 nm this is +0.17 %.

**Relativity.** For a heavy spinless charge the cross section (6) gains a factor 1 − β²T/T_max, taken here as given, with T_max = 2mγ²v², β = v/c_light and γ² = 1/(1 − β²). Integration gives 4πk²γ²(1 − β²/2), an increase of about 0.5 %.

**Nuclear recoil.** If only the Coulomb force acts, equation (8) also applies to a nucleus, with k replaced by Z2 k and m by the nuclear mass M2. Relative to the electrons of the same atom, the variance is Z2[(M + m)/(M + M2)]², or +2.8 %. Recoils above 1 keV occur for about 3.4 ions in a thousand. By (10), applied to the much larger maximum nuclear recoil, these few ions carry nearly all of this contribution. The largest recoils come from the closest collisions. Setting the energy of relative motion, ½μ′v² with μ′ = M M2/(M + M2), equal to Z2 k/r gives a head-on closest distance r = 2Z2 k/(μ′v²), about 2.4 fm here. This is comparable with the size of the nucleus, so the nuclear force changes the scattering and +2.8 % is only a pure-Coulomb estimate. Whether this contribution appears in a measurement depends on whether the detector accepts the ions scattered in these collisions.

**10. Use in film and gas measurements**

The cell values are round numbers chosen for illustration. The electronic estimates above add up to about 18 % of the variance, but the largest of them, the 13 % for orbital motion, is probably too large. The sum should not be used to correct Ω. It indicates that the free-electron value may be too low by several per cent, and a better figure needs a quantum treatment of the bound electrons. Real cells also have windows, which are left out here. Their straggling is independent of that in the gas, so to a first approximation its variance adds. It need not be small: two polyester windows, each 6 µm thick, hold about as many electrons per unit area as the gas in this example.

The areal density of this cell is far above that of a thin film. A film some tens of nanometres thick has very roughly 10¹⁷ to 10¹⁸ atoms per cm². For 10¹⁸ oxygen atoms per cm² and the same beam, (1) gives Ω² = 134.05/64.4 = 2.08 keV² and Ω = 1.4 keV. This is well below T_max, so the thin-target limit applies and a Gaussian of width Ω would misrepresent the peak. Here Ω²/T_max is only about 0.19 keV, below the oxygen 1s binding energy of 0.56 keV, so by section 6 the free-electron cross section (6) is not sufficient for the peak shape either, and binding must be included.

A solid film has a further source of spread. If its thickness varies across the beam with standard deviation σ_t, the mean loss varies by Sσ_t, and the variance gains S²σ_t². This term is not proportional to N_e in general, and a single measured width does not separate it from straggling. A gas at uniform pressure between flat, parallel windows avoids this spread in the gas, but the thickness of the windows themselves may still vary. The computed values are collected in the numerical output below.

Calculated quantities

```
Trajectory/formula second moments: 1.00010 1.00010 0.99990
Proton energy: 5.0 MeV
Gas pressure: 100 Torr
Gas temperature: 300 K
Cell length: 10 cm
Oxygen atoms per area: 6.4377e+19 cm^-2
Electrons per area N_e: 5.1501e+20 cm^-2
Proton speed: 3.0950e+07 m/s
m v^2 for an electron: 5.446 keV
Largest transfer T_max: 10.880 keV
Collision length b0: 0.2645 pm
Coefficient 4 pi k^2: 6.6886e-55 J^2 m^2
Coefficient 4 pi k^2: 2.6056e-13 eV^2 cm^2
Finite-mass factor minus 1: -1.088e-03
Variance: 134.05 keV^2
Standard deviation Omega: 11.578 keV
Standard deviation Omega: 1.8550e-15 J
Predicted skewness: 0.470
Simulation lower transfer limit: 20 eV
Simulation at 0.5 N_e: variance 66.98 keV^2, skewness 0.674
Simulation at 1.0 N_e: variance 135.16 keV^2, skewness 0.495
Simulation at 2.0 N_e: variance 265.64 keV^2, skewness 0.326
Simulated variance share above T_max/10: 0.901
Simulated collisions above T_max/10 per ion: 10.16
O atom UHF/cc-pVTZ energy: -74.81176 hartree
Mean 1s kinetic energy: 794.9 eV
Mean 1s orbital binding: 562.3 eV
Mean n=2 kinetic energy: 74.4 eV
Mean n=2 orbital binding: 22.8 eV
Orbital motion, direct quadrature: +13.0 %
Orbital motion, short formula: +13.5 %
Rough mean excitation energy: 100 eV
Estimated mean energy loss: 116.6 keV
Mean loss / initial energy: 2.33 %
Variance change from slowing down: +1.89 %
Variance change, shared atom: +2.19 %
Rough O-O distance: 0.12 nm
Variance change, shared molecule: +0.17 %
Variance change, relativity: +0.54 %
Variance change, all nuclear recoils: +2.81 %
Nuclear recoils above 1 keV per ion: 3.38e-03
```
